# Transverse momentum and the tunnelling barrier when electrode and oxide masses differ

**Question.** Two electrons in a metal electrode have the same total energy. One moves straight at a thin oxide, the other also moves along the interface. Why do they tunnel with different probability, what part of the difference comes from the unequal masses in electrode and oxide, and what are its sign and size?

**Answer.** Start with what the interface lets an electron keep. If the interface is flat and both materials are treated as uniform along it, nothing distinguishes one lateral position from another, so the wave vector along the interface is conserved. The kinetic energy belonging to that wave vector is not conserved, because it also depends on the mass. An electron entering the oxide therefore has to pay for its sideways motion at the oxide's price.

## The barrier for a given transverse momentum

The algebra is in atomic units ($\hbar$, the electron mass and the elementary charge equal one). Let $x$ point across the oxide, which fills $0<x<d$. Both materials have isotropic parabolic bands, with mass $m_e$ in the two identical electrodes and $m_{ox}$ in the oxide. The electrode band bottom is the zero of energy and the oxide band edge lies at $U$. Tunnelling is elastic and coherent. The wave equation is

$$-\tfrac12\nabla\cdot\left[\frac{1}{m(x)}\nabla\psi\right]+U(x)\psi=E\psi .$$

Since $m$ and $U$ depend on $x$ alone, we may write $\psi=e^{i\mathbf k\cdot\boldsymbol\rho}\chi(x)$, where $\boldsymbol\rho$ is the position along the interface. The lateral derivatives give $-k^2$, and

$$-\tfrac12\frac{d}{dx}\left[\frac1{m(x)}\frac{d\chi}{dx}\right]+\left[U(x)+\frac{k^2}{2m(x)}\right]\chi=E\chi .$$

The term $k^2/2m(x)$ acts as an additional potential, and it jumps at the interface when the mass does.

In the electrode, define the transverse energy $E_t=k^2/(2m_e)$. The remainder, $E_x=E-E_t=k_x^2/(2m_e)$, is the longitudinal energy. In the oxide the same $k$ costs

$$\frac{k^2}{2m_{ox}}=rE_t,\qquad r=\frac{m_e}{m_{ox}} .$$

There the equation becomes $\chi''=\kappa^2\chi$ with

$$\kappa^2=2m_{ox}(U-E)+k^2=2m_{ox}\,(U-E+rE_t).$$

It is natural to call $B=\kappa^2/(2m_{ox})$ the effective barrier, since a one-dimensional barrier of height $B$ above the electron's energy has the same decay constant. Thus

$$B=U-E+rE_t .$$

At equal total energy the shift is $+rE_t$. It is upward for every mass ratio, and it is present for equal masses too. The mass difference is therefore not what makes the two electrons tunnel differently; it changes by how much they do.

## Where the sign of the mass effect appears

To isolate the mass effect, substitute $E=E_x+E_t$:

$$B=U-E_x+(r-1)E_t .$$

This compares electrons with equal longitudinal energy. A heavier electrode ($r>1$) gives an upward shift, equal masses give none, and a lighter electrode ($r<1$) gives a downward shift. The two statements are linked by

$$rE_t=E_t+(r-1)E_t .$$

The first term is longitudinal energy that the electron lacks because it moves sideways. The second is energy exchanged between transverse and longitudinal motion when the mass changes. Going from a heavy to a light mass at fixed $k$ raises the transverse energy, and the longitudinal motion has to supply the increase.

For $E_t=0.50$ eV and $m_{ox}=0.4$ (masses in units of the free-electron mass) the shifts are:

| $m_e$ | $r$ | fixed $E$ | fixed $E_x$ |
|---|---|---|---|
| 1.0 | 2.5 | +1.25 eV | +0.75 eV |
| 0.4 | 1.0 | +0.50 eV | 0 |
| 0.2 | 0.5 | +0.25 eV | −0.25 eV |

The table holds $E_t$ fixed, so its rows have different $k$. If $E$ and $k$ are held fixed instead, $\kappa^2=2m_{ox}(U-E)+k^2$ does not contain $m_e$ at all. The electrode mass enters the decay constant through the translation of $k$ into $E_t$.

The downward shift has a limit. For $r<1$ at fixed $E_x$, the barrier vanishes when $(1-r)E_t=U-E_x$. Beyond that point the electron propagates in the oxide, and its transmission no longer decays exponentially with thickness.

## From barrier to transmission

The quantities continuous at an interface are $\chi$ and $v=\chi'/m$; the second follows from integrating the wave equation across the mass step. Put $a=k_x/m_e$, $b=\kappa/m_{ox}$, $C=\cosh\kappa d$ and $S=\sinh\kappa d$. Solving $\chi''=\kappa^2\chi$ backwards from $x=d$ gives

$$\chi(0)=C\chi(d)-\frac Sb\,v(d),\qquad v(0)=-bS\chi(d)+Cv(d).$$

On the right there is one outgoing wave, with $\chi(d)=\tau$ and $v(d)=ia\tau$. On the left there are an incident wave of unit amplitude and a reflected wave of amplitude $R$, so $\chi(0)=1+R$ and $v(0)=ia(1-R)$. The combination $\chi(0)+v(0)/(ia)=2$ eliminates $R$:

$$2=\tau\left[2C+iS\left(\frac ba-\frac ab\right)\right].$$

The electrodes are identical, so the velocities on both sides agree and $T=|\tau|^2$. Using $C^2=1+S^2$ and $(b/a-a/b)^2+4=(b/a+a/b)^2$,

$$T=\left[1+\left(\frac{a^2+b^2}{2ab}\right)^2\sinh^2\kappa d\right]^{-1}.$$

For $\kappa d\gg1$, $\sinh^2\kappa d\approx e^{2\kappa d}/4$, hence

$$T\approx P\,e^{-2\kappa d},\qquad P=\frac{16a^2b^2}{(a^2+b^2)^2}.$$

The barrier shift acts in the exponent. The prefactor $P$ also changes with $E_t$, and it does contain the electrode mass.

## One electron in a copper cell

Take a copper/oxide/copper resistive-memory cell before any filament has formed. Rough values for copper are a Fermi energy of 7 eV and mass 1.0. For a wide-gap amorphous oxide, take a barrier $\phi=3.5$ eV above the Fermi level, mass 0.4 and thickness 2.0 nm (20 angstrom). Then $r=2.5$ and $U=10.5$ eV.

For an electron at the Fermi energy with $k=0$, one hartree being 27.21 eV and one bohr 0.0529 nm,

$$\kappa_0=\sqrt{2(0.4)(3.5/27.21)}\ \text{bohr}^{-1}=6.06\ \text{nm}^{-1},$$

or 0.606 per angstrom. With $E_t=0.50$ eV at the same total energy, the barrier is $3.5+2.5(0.50)=4.75$ eV, and

$$\kappa=6.06\sqrt{4.75/3.5}=7.06\ \text{nm}^{-1}.$$

The exponent grows by $2(7.06-6.06)(2.0)=4.0$, which alone would reduce the transmission to $e^{-4.0}=0.018$ of its value at $k=0$. The full formula gives $T=1.17\times10^{-10}$ at $k=0$ and $1.98\times10^{-12}$ at $E_t=0.50$ eV, a ratio of 0.017. The small remaining difference is the change of $P$. Judged by the exponent, the sideways motion acts like extra oxide of thickness $2.0(7.06/6.06-1)=0.33$ nm, or 3.3 angstrom.

Now compare the one-dimensional rule, which takes the transmission at $k=0$ and inserts $E_x$ for the energy. Its barrier is $U-E_x=4.0$ eV, and its transmission ratio is 0.18. It includes the lost longitudinal energy but omits the mismatch part, 0.75 eV. For this electron it overestimates the transmission by a factor of about eleven.

## The average over all directions

An electrode supplies electrons with every $k$ up to its Fermi wave number. How much of the shift survives in the current depends on which of them get through. At zero temperature and small bias, each transverse state is one conducting channel per spin, so the conductance per area is $(2e^2/h)N$ in ordinary units, with

$$N=\int\frac{d^2k}{(2\pi)^2}\,T=\frac{m_e}{2\pi}\int_0^{E_F}T\,dE_t .$$

The second form uses $d^2k=2\pi k\,dk=2\pi m_e\,dE_t$.

For small $k$, expand the square root:

$$\kappa=\sqrt{\kappa_0^2+k^2}\approx\kappa_0+\frac{k^2}{2\kappa_0}=\kappa_0+\frac{m_eE_t}{\kappa_0}.$$

With $P$ held at its $k=0$ value $P_0$, the transmission falls exponentially with transverse energy:

$$T\approx P_0e^{-2\kappa_0d}e^{-E_t/\varepsilon},\qquad \varepsilon=\frac{\kappa_0}{2m_ed}.$$

If $\varepsilon\ll E_F$, the upper limit may be taken to infinity. The mean transverse energy of the transmitted electrons is then $\varepsilon$, and their mean barrier shift at fixed total energy is

$$r\varepsilon=\frac{\kappa_0}{2m_{ox}d}.$$

To this order the electrode mass has dropped out. A heavier electrode has a larger shift per unit of transverse energy, but the electrons it transmits have less transverse energy in the same proportion. The oxide selects a range of $k$, not of $E_t$. The channel sum shows the same thing:

$$N\approx\frac{m_e\varepsilon}{2\pi}P_0e^{-2\kappa_0d}=\frac{\kappa_0}{4\pi d}P_0e^{-2\kappa_0d},$$

where $m_e$ remains only in $P_0$.

For the copper cell $\varepsilon=0.116$ eV. Numerical integration of the full transmission formula gives a mean $E_t$ of 0.123 eV, 6% above this law. At four times the thickness, with the other parameters unchanged, the difference falls to 1.7%. The excess comes from the curvature of the square root, whose leading term is $-k^4/(8\kappa_0^3)$: it makes $\kappa$ rise more slowly than assumed and so favours larger $k$. With $P$ held fixed the excess at 2.0 nm would be 8%; the fall of $P$ with $E_t$ works the other way and brings it back to 6%.

The mean shift at fixed total energy is $2.5(0.123)=0.31$ eV, of which $1.5(0.123)=0.18$ eV is the mass-mismatch part. Both are smaller than the shifts of the 0.50 eV electron followed above, because the transmitted electrons have less transverse energy on average. The calculated conductance per area is 0.22 S/cm², for this ideal model.

## What the one-dimensional rule does to the current

The one-dimensional rule replaces $rE_t$ by $E_t$ in the barrier. The same expansion then gives

$$\kappa\approx\kappa_0+\frac{m_{ox}E_t}{\kappa_0},\qquad \varepsilon_1=\frac{\kappa_0}{2m_{ox}d}=r\varepsilon .$$

The integral over $E_t$ is proportional to the decay energy, so for a thick barrier, with both decay energies well below $E_F$,

$$\frac{N_1}{N}\approx\frac{\varepsilon_1}{\varepsilon}=r .$$

The rule overestimates the conductance for a heavy electrode and underestimates it for a light one. Integrating the full expressions gives a ratio of 2.48 for copper, against $r=2.5$. Replacing the electrode mass by 0.2 while keeping the Fermi energy, barrier, oxide mass and thickness gives 0.49, against $r=0.5$. The error is much smaller than the factor of eleven found for one electron because most of the current is carried at smaller $E_t$.

## An applied field

Under bias the band edge $U(x)$ slopes. If it varies slowly on the scale of $1/\kappa$, the exponent is the integral of the local decay constant:

$$2\int_0^d\sqrt{2m_{ox}[U(x)-E+rE_t]}\;dx .$$

The oxide mass is uniform, so $rE_t$ is the same at every depth: the sloping barrier is raised as a whole. Expanding in $E_t$ as before gives

$$\frac1\varepsilon=2m_e\int_0^d\frac{dx}{\kappa_0(x)},$$

where $\kappa_0(x)$ is the local decay constant at $k=0$. A bias that lowers the barrier reduces $\kappa_0(x)$, hence reduces $\varepsilon$ and the mean shift.

A read bias of 0.2 V across 2.0 nm is a field of 1.0 MV/cm, well below a rough breakdown field of 10 MV/cm. To see its effect on electrons at the emitter's Fermi energy, the exponential factor was integrated numerically over depth and $E_t$, with $P$ omitted. The mean shift goes from 0.313 to 0.309 eV, while the integrated exponential factor becomes 1.4 times as large. This factor contains the decay constant in a large exponent, so even a small change of it matters; the mean shift is roughly proportional to the decay constant itself, which changes little. The conductance does not rise by the same factor, because the current also comes from lower energies within the bias window, where the barrier is higher.

## How far the numbers reach in a real cell

The same integration sizes two larger omissions. The first is the image force. For two ideal metal plates and a rough optical permittivity $\epsilon=2.2$, the barrier at depth $x$ is lowered by

$$\frac1{2\epsilon}\left[\frac1{2x}+\sum_{n=1}^{\infty}\left(\frac{nd}{(nd)^2-x^2}-\frac1{nd}\right)\right].$$

At the midplane this is 0.23 eV, and it grows without bound towards the plates. Setting the local $\kappa^2$ to zero wherever it would be negative, the exponential factor rises 22 times and the mean shift becomes 0.29 eV. The factor of 22 is an estimate of size, since the classical image formula fails close to the metal.

The second is the valence band of the oxide. With a rough gap $E_g=9$ eV, a two-band form of the decay constant is

$$\kappa^2=2m_{ox}\phi\left(1-\frac{\phi}{E_g}\right)+k^2 .$$

If 0.4 is the mass at the band edge, this raises the exponential factor about 160 times and lowers the mean shift, still measured as $k^2/(2m_{ox})$, to 0.25 eV. In this form that quantity is no longer a change of barrier height: $\phi(1-\phi/E_g)$ is 2.14 eV here and cannot exceed $E_g/4=2.25$ eV, so no value of $\phi$ at $k=0$ reproduces the added 0.25 eV. If 0.4 was instead fitted to tunnelling data with a parabolic band, part of this correction is already in the mass. The conductance error factor $r$ does not carry over to the two-band form, because energy and $k^2$ no longer enter $\kappa^2$ in the parabolic proportion.

Temperature matters little here: averaging $N$ over the Fermi distribution at 300 K raises the conductance by 1.3%.

Copper's Fermi surface matters much more, and it makes the crystal face part of the problem. On a (111) face, the neck of the Fermi surface leaves no bulk states at the Fermi energy around $k=0$. With a rough neck radius of 0.2 Fermi wave numbers, 90% of the current in the free-electron model lies inside the missing region. The averages above are therefore meant for a (100)-like face, where states at $k=0$ exist. They should not be used for a (111)-textured film.

An amorphous oxide also breaks the assumption of lateral uniformity. As a trial, let the barrier height vary along the interface as a cosine of amplitude 0.2 eV and period 1.73 nm, the transverse wavelength of the 0.50 eV electron. A two-dimensional scattering calculation on a grid then finds that 21% of the transmitted current leaves with a changed $k$, and that the total transmission of this electron is 1.36 times that of the flat barrier. Such a ripple can couple the electron to $k=0$, where the barrier is lowest. These figures belong to one electron whose wavelength matches the ripple. They are not the size of the effect on the total current, most of which flows at smaller $k$, and a single cosine is not a model of real disorder. With transverse momentum no longer conserved, a single shift $rE_t$ no longer describes the whole transmitted wave.

In a thicker film the mean shift falls as $1/d$, to about 0.07 eV at 8 nm in this model, while direct tunnelling itself becomes exponentially weaker. Traps, copper-ion drift and filaments open other current paths, which the model leaves out. Its conductance is therefore not a prediction for a formed cell, and even for a pristine one the image and two-band corrections, each applied alone, raise the exponential factor roughly 20 and 160 times. The mean shift, measured as $k^2/(2m_{ox})$, is less sensitive: for the flat-interface, free-electron supply assumed here, the bias, image and two-band corrections, each applied alone, leave it between 0.25 and 0.31 eV.
